Voltage lost to depletion in an n-type polysilicon gate

**Problem**

The n-type polysilicon gate of a transistor holds N = 1×10²⁰ ionised donors per cm³. The gate is biased positive, and the field in the gate oxide is E_ox = 5 MV/cm, directed from the gate towards the substrate. How much voltage is dropped inside the gate?

(a) Estimate the drop by assuming a layer emptied of electrons with a sharp edge.
(b) Decide whether a sharp edge is justified here, and calculate the drop with the electrons kept.

Take T = 300 K, so that the thermal voltage is v = kT/q = 25.852 mV, where q is the elementary charge. Use relative permittivities of 3.9 for the oxide and 11.7 for silicon, and an effective density of conduction-band states N_c = 2.8×10¹⁹ cm⁻³. These are round model parameters. The gate is treated as uniform and one-dimensional, with a parabolic conduction band and no charge at its interface with the oxide.

**Hints**

1. The displacement D is continuous across the interface. It fixes both the field at the gate surface and the total charge per area in the gate.

2. Compare the answer to (a) with v, and N with N_c. If the drop is only a few v, the edge cannot be treated as sharp; the second comparison tells you which statistics the electrons need.

3. Poisson's equation with an electron density that depends on the local potential alone can be integrated once after multiplication by the potential gradient.

4. Define the Fermi integrals as

F_j(η) = [1/Γ(j+1)] ∫₀^∞ t^j / (1 + e^(t−η)) dt.

With this normalisation, dF_j/dη = F_(j−1).

**Solution**

*Field and charge at the gate surface.* The oxide field points away from the gate, so the gate carries positive charge. In n-type material this is supplied by donors whose electrons have been pushed away from the oxide, so this polarity depletes the gate. Let ε_s be the permittivity of silicon and E_s the magnitude of the field just inside the gate. Continuity of D gives

D = ε_ox E_ox = ε_s E_s,

E_s = (3.9/11.7) × 5 MV/cm = 1.667 MV/cm.

The field vanishes deep in the gate, so by Gauss's law the gate charge per area equals D = 1.7266 μC/cm². This corresponds to D/q = 1.0776×10¹³ elementary charges per cm².

*(a) Sharp edge.* Suppose that all electrons are missing down to a depth W and none beyond it. The charge balance qNW = D gives

W = (D/q)/N = 1.0776×10¹³ cm⁻² / 10²⁰ cm⁻³ = 1.078×10⁻⁷ cm,

or 1.078 nm. The charge density is constant in this layer, so the field falls linearly from E_s to zero. The voltage is the area of that triangle:

V_dep = ½ E_s W = ½ (D/ε_s)(D/qN) = D²/(2qε_sN).

Numerically,

V_dep = ½ × 1.667×10⁶ V/cm × 1.078×10⁻⁷ cm = 0.0898 V.

*Is the edge sharp?* The estimate is only 3.5 v, so thermal smearing of the edge is not small compared with the drop itself. In addition, N/N_c = 3.57, which means that the electrons are degenerate and Boltzmann statistics do not apply. The estimate therefore needs a correction.

*(b) Poisson's equation with electrons.* Let x run from the oxide into the gate, and let φ(x) be the electrostatic potential. Define

u(x) = φ(deep inside) − φ(x).

Then u vanishes deep inside, and u(0) = V_p is the required voltage. Poisson's equation is φ″ = −ρ/ε_s. Since u″ = −φ″ and the charge density is ρ = q(N − n),

u″ = (q/ε_s)[N − n(u)].

No current flows in the gate, so its Fermi level is flat. The conduction-band edge is raised by qu relative to the interior, which gives

n(u) = N_c F_½(η − u/v).

Here η is the interior Fermi level measured from the band edge in units of kT. Neutrality deep inside requires n(0) = N, or F_½(η) = N/N_c = 3.5714, with the solution η = 2.479.

*First integral.* Multiply Poisson's equation by u′. The left side becomes u″u′ = d(u′²/2)/dx. Integrate from x = 0, where u = V_p and u′ = −E_s, to the deep interior, where u = u′ = 0:

0 − E_s²/2 = (q/ε_s) ∫ from V_p to 0 of [N − n(u)] du.

Reversing the limits changes the sign of the right side, so

E_s²/2 = (q/ε_s) [N V_p − ∫₀^(V_p) n(u) du].

For the remaining integral, set s = η − u/v, so that du = −v ds. Because F_½ is the derivative of F_(3/2),

∫₀^(V_p) n du = v N_c [F_(3/2)(η) − F_(3/2)(η − V_p/v)].

Now multiply the first integral by ε_s/(qN). Its left side becomes ε_sE_s²/(2qN) = D²/(2qε_sN), which is V_dep. Hence

V_p = V_dep + v(N_c/N) [F_(3/2)(η) − F_(3/2)(η − V_p/v)].

*Bounds and uniqueness.* F_(3/2) is positive and increasing, so for V_p > 0 the correction is positive and smaller than v(N_c/N)F_(3/2)(η). The left side minus the right side has the derivative

1 − (N_c/N)F_½(η − V_p/v) = 1 − n(V_p)/N,

which is positive for V_p > 0. The difference is negative at V_p = 0 and positive at the upper bound, so there is one positive root.

*Numbers.* The prefactor is v N_c/N = 0.00724 V, and F_(3/2)(η) = 5.692. The correction therefore cannot exceed 0.0412 V, and V_p cannot exceed 0.1310 V. Inserting this upper bound on the right side gives 0.13047 V, and a second substitution gives 0.13046 V. Convergence is fast because each substitution multiplies a small error by about n(V_p)/N, which is 0.021 at the root. There F_(3/2)(η − V_p/v) = 0.076, so

V_p = 0.0898 V + 0.00724 V × (5.692 − 0.076)
= 0.0898 V + 0.0407 V
= 0.1305 V.

In this semiclassical model the gate loses about 0.13 V (130 mV). A finite-difference solution of the second-order Poisson equation, which does not use the first integral, gives the same 0.13046 V, as the numerical output shows. The sharp-edge estimate is low by 31 % of V_p. For an oxide 2 nm thick, which drops 1.0 V at this field, the gate loss is 13 % of the oxide drop.

*Why the sharp edge underestimates the loss in this model.* Take the first moment of the charge and integrate by parts:

∫₀^∞ xρ dx = ε_s ∫₀^∞ x u″ dx = ε_s [x u′]₀^∞ − ε_s ∫₀^∞ u′ dx = ε_s V_p.

The boundary term vanishes because x = 0 at one end and u′ decays rapidly at the other. Dividing by the total charge D gives the centroid x_c of the gate charge, and

V_p = (D/ε_s) x_c = E_s x_c.

In this model u is positive throughout the gate, so 0 < n < N and the charge density lies between zero and qN. Both bounds are needed: negative charge farther in would pull the centroid below W/2. For a given total charge and these bounds, the smallest centroid is therefore obtained by filling the region next to the oxide to this limit, which is the sharp-edge picture with x_c = W/2 = 0.539 nm. Electrons that remain inside the layer cancel part of the donor charge there, and donors farther in must make up the difference. The calculated centroid is 0.783 nm. At x = W the electron density is still 0.58 N, so the nominal edge lies in the middle of a gradual transition.

*Strong and weak fields.* As the field rises, V_dep grows as E_ox², while the correction approaches its upper limit of 0.041 V. The relative error of the sharp-edge formula then falls, for as long as holes remain negligible. For a weak field, expand the electron density about the interior:

n(u) ≈ N − (N_c/v) F_(−½)(η) u.

The bracket in the first integral becomes ½(N_c/v)F_(−½)(η)V_p², and therefore

V_p ≈ E_s λ, with λ² = ε_s v / [q N_c F_(−½)(η)].

The loss is then linear in the field. The sharp-edge formula, being quadratic, fails completely in this limit.

*What the result leaves out.* With a round gap of 1.0 eV and the same density of states for holes as for electrons, the surface hole density is about 6×10⁻¹⁷ N, so neglecting holes is safe here. Other omissions are less secure. N must be the density of electrically active donors, which can be lower than the density of dopant atoms. Grain boundaries and changes of the band structure at heavy doping are ignored. So is the quantum repulsion of electrons from the oxide barrier. An electron density that depends on the local potential alone requires a potential that varies slowly over an electron wavelength. Here the charged layer is only about a nanometre thick, while the Fermi wavelength in the interior is several nanometres, so this condition is not met. Repulsion from the barrier uncovers extra donor charge next to the oxide and pushes electrons inwards, where n can exceed N. The charge density then changes sign and the centroid argument no longer guarantees V_p > V_dep. The omitted effect lowers the drop, and by an amount that can be as large as the correction computed here. The figure of 0.13 V is the semiclassical answer for the stated model, and further digits serve only to compare calculations within it.

**Variation 1: Boltzmann electrons**

*How much of the correction is due to degeneracy?* Keep N and the field, but replace the electron density by n = N e^(−u/v). Then

∫₀^V n du = N v (1 − e^(−V/v)),

and the first integral becomes

V = V_dep + v(1 − e^(−V/v)).

The solution is V = 0.1154 V. An ordinary thermal tail thus adds 0.0256 V to the sharp-edge value, and Fermi-Dirac statistics add a further 0.0151 V. The exclusion principle forces electrons into states of higher kinetic energy, which lets them penetrate farther against the potential.

If v is reduced tenfold in the Boltzmann model, the numerical solution of Poisson's equation gives 0.0924 V, close to V_dep. Cooling a degenerate gate does not have this effect. For large η, F_j(η) → η^(j+1)/Γ(j+2), so

v F_(3/2)(η)/F_½(η) → (2/5) v η.

The product vη is the Fermi energy above the band edge divided by q. For large η neutrality gives vη → v[Γ(5/2)N/N_c]^(2/3), and because N_c of a parabolic band scales as T^(3/2), this stays finite as T → 0; here it tends to 0.073 V. If the donors remain ionised and V_p exceeds vη, the surface term vanishes and a correction of two fifths of vη survives.

**Variation 2: reversed oxide field**

*What is the drop if the oxide field has the same magnitude but points towards the gate?* The gate charge is now negative, and electrons accumulate at the oxide. The first integral contains only the square of u′, so the same equation holds with a negative root. Writing u(0) = −a with a > 0 gives

v(N_c/N) [F_(3/2)(η + a/v) − F_(3/2)(η)] = V_dep + a.

The solution is a = 0.0898 V, against 0.1305 V in depletion. The relation between voltage and centroid holds for either sign of the charge, so the centroid is now 0.0898 V / (1.667×10⁶ V/cm) = 0.539×10⁻⁷ cm, or 0.539 nm. In this model accumulated electrons can exceed the donor density and crowd near the oxide, whereas depletion charge is limited to qN. The local model is least reliable for this polarity: it places the highest electron density at the oxide barrier, where the wavefunctions nearly vanish, so in a real gate the accumulated charge lies farther in and the drop is larger than a.

The value of a agrees with V_dep to the digits given, but this is a coincidence at this field and doping. In the weak-field limit a is linear in the field, as in depletion, while V_dep is quadratic, so the two cannot agree in general.

Calculated quantities

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
donor density N: 1.00e+20 cm^-3
effective density of states Nc: 2.80e+19 cm^-3
oxide field: 5.00 MV/cm
relative permittivity, oxide: 3.9
relative permittivity, silicon: 11.7
displacement D: 1.7266 uC/cm^2
uncovered sheet density D/q: 1.0776e+13 cm^-2
silicon surface field: 1.6667 MV/cm
depletion width W: 1.0776 nm
depletion estimate V_dep: 0.08980 V
V_dep/vt: 3.474
N/Nc: 3.5714
reduced Fermi level eta: 2.4786
F_3/2(eta): 5.6921
prefactor vt*Nc/N: 7.2386 mV
largest possible correction: 0.04120 V
upper bound on V_p: 0.13101 V
first substitution: 0.13047 V
second substitution: 0.13046 V
F_3/2 at surface: 0.07570
gate loss V_p, Fermi-Dirac: 0.13046 V
gate loss V_p, converted: 130.5 mV
V_p from numerical Poisson solution: 0.13046 V
gate loss, Boltzmann: 0.11536 V
Boltzmann numerical, vt: 0.11536 V
Boltzmann numerical, vt/10: 0.09239 V
V_dep shortfall relative to V_p: 31.2 %
surface electron density / N: 0.0209
electron density at x=W / N: 0.5813
half depletion width W/2: 0.5388 nm
charge centroid: 0.7827 nm
surface hole density / N: 5.8e-17
reversed field, signed u(0): -0.08983 V
oxide thickness for comparison: 2.0 nm
oxide voltage drop: 1.000 V
V_p / oxide drop: 13.0 %
```
